# Testing a recursion for the dispersion coefficient C12

## Problem

Two neutral systems with spherical ground states are a distance $R$ apart. Their second-order dispersion energy has the long-range form

$$E^{(2)}(R)=-\frac{C_6}{R^6}-\frac{C_8}{R^8}-\frac{C_{10}}{R^{10}}-\frac{C_{12}}{R^{12}}-\dots$$

The centres are fixed, and relativity, retardation, electron exchange and charge overlap are left out. A recursion proposed for the higher coefficients is

$$C_{2n+4}=\left(\frac{C_{2n+2}}{C_{2n}}\right)^3C_{2n-2}.\tag{1}$$

Let $\delta_{12}$ be the value of $C_{12}$ from (1), with the true $C_6,C_8,C_{10}$ inserted, divided by the true $C_{12}$, minus one.

(a) What does (1) assume about the sequence of coefficients?

(b) Express the coefficients through excitation energies and multipole moments.

(c) Find $\delta_{12}$ for two hydrogen atoms.

(d) Find $\delta_{12}$ for two identical quantum Drude oscillators, and explain its size. In this model a charge $q$ of mass $m$ is bound harmonically, with frequency $\omega$, to a fixed charge $-q$. For numbers take $q=e$, the electron mass and $\hbar\omega=10$ eV.

(e) Does the sign of $\delta_{12}$ survive if the oscillators have equal charges and frequencies but different masses?

(f) What happens when the estimated $C_{12}$ is used to estimate $C_{14}$? Is the second-order $C_{12}$ the whole coefficient of $R^{-12}$?

Atomic units are used in the algebra, eV and Å for numbers.

## Solution

### (a) The assumption

For $n=4$ the recursion reads $C_{12}\approx(C_{10}/C_8)^3C_6$. Dividing by the true $C_{12}$ and taking the logarithm gives

$$\ln(1+\delta_{12})=-\left[\ln C_{12}-3\ln C_{10}+3\ln C_8-\ln C_6\right].\tag{2}$$

The bracket is the third finite difference of $\ln C_{2n}$. It vanishes if $\ln C_{2n}$ is a quadratic function of $n$ over these four terms. The recursion is thus an extrapolation, and its error measures the departure from a quadratic.

### (b) The coefficients

Let $\mathbf a$ and $\mathbf b$ be the displacements of the moving charges from their centres, with the second centre at $R\hat{\mathbf z}$. The generating function of the Legendre polynomials gives

$$\frac1{|R\hat{\mathbf z}+\mathbf b-\mathbf a|}=\sum_L\frac{(-1)^L}{R^{L+1}}S_L(\mathbf b-\mathbf a),\qquad S_L(\mathbf d)=d^LP_L(\cos\theta).$$

To separate $\mathbf a$ from $\mathbf b$, define $w(\mathbf r)=\mathbf k\cdot\mathbf r$ with $\mathbf k=(i\cos\varphi,i\sin\varphi,1)$. Since $\mathbf k\cdot\mathbf k=0$, the function $w^L$ satisfies Laplace's equation. Its average over $\varphi$ is axially symmetric, homogeneous of degree $L$, and equal to $z^L$ on the axis, so it is $S_L$. Now write

$$w(\mathbf r)^l=\sum_{m=-l}^{l}h_{lm}(\mathbf r)e^{im\varphi}.$$

Expanding $[w(\mathbf b)-w(\mathbf a)]^L$ by the binomial theorem and averaging over $\varphi$ gives, with $l_1+l_2=L$,

$$S_L(\mathbf b-\mathbf a)=\sum_{l_1}(-1)^{l_1}\binom L{l_1}\sum_mh_{l_1m}(\mathbf a)\,h_{l_2,-m}(\mathbf b).\tag{3}$$

The fixed opposite charges cancel the terms with $l_1=0$ or $l_2=0$, because the total charge of each system is zero. At the centres they have no higher moments.

The norm of $h_{lm}$ is needed next. The average of a product of $2l$ components of a unit vector is the sum over all pairings of Kronecker deltas, divided by $(2l+1)!!$. (For a Gaussian vector of unit variance the average is the sum over pairings, and $\langle r^{2l}\rangle=(2l+1)!!$.) Pairings within one null vector vanish, which leaves $l!$ pairings between $\mathbf k$ and $\mathbf k'^*$:

$$\langle w_\varphi^l\,(w_{\varphi'}^{l})^*\rangle=\frac{l!\,r^{2l}}{(2l+1)!!}\,[1+\cos(\varphi-\varphi')]^l .$$

Here $1+\cos\Delta=\tfrac12(e^{i\Delta/2}+e^{-i\Delta/2})^2$, so the coefficient of $e^{im\Delta}$ in its $l$-th power is $2^{-l}\binom{2l}{l+m}$. With $(2l+1)!!=(2l+1)!/(2^ll!)$,

$$\langle|h_{lm}|^2\rangle=\frac{r^{2l}}{2l+1}N_{lm}^2,\qquad N_{lm}^2=\frac{(l!)^2}{(2l)!}\binom{2l}{l+m}.$$

In particular $N_{l0}=1$ and $h_{l0}=r^lP_l$. Let $M_a^2$ be the squared matrix element of $q\,h_{l0}$ from the ground state to a level $a$ with excitation energy $E_a$. By rotational symmetry the value for another $m$ is $N_{lm}^2M_a^2$.

Acting on spherical ground states, different triples $(l_1,l_2,m)$ in (3) lead to orthogonal states, so there are no cross terms. The weight of a pair $(l_1,l_2)$ is

$$\binom L{l_1}^2\sum_mN_{l_1m}^2N_{l_2,-m}^2=\frac{(L!)^2}{(2l_1)!(2l_2)!}\sum_m\binom{2l_1}{l_1+m}\binom{2l_2}{l_2-m}.$$

Vandermonde's identity makes the last sum $\binom{2L}{L}=(2L)!/(L!)^2$, and the weight becomes $\binom{2L}{2l_1}$. Second-order perturbation theory then gives

$$C_{2L+2}=\sum_{l_1=1}^{L-1}\binom{2L}{2l_1}\sum_{a,b}\frac{M_a^2M_b^2}{E_a+E_b},\qquad l_2=L-l_1,\tag{4}$$

where $a$ has rank $l_1$ and $b$ has rank $l_2$. The coefficients $C_6,C_8,C_{10},C_{12}$ belong to $L=2,3,4,5$.

### (c) Two hydrogen atoms

The ground state has the radial function $u_0=2re^{-r}$ and energy $E_0=-\tfrac12$. The $2^l$-pole operator produces $r^lu_0=2r^{l+1}e^{-r}$, which suggests trial functions $f=r^{l+1}e^{-r}p(r)$ with polynomial $p$. Two differentiations give

$$f''=r^{l+1}e^{-r}\left\{p''+2\left(\frac{l+1}r-1\right)p'+\left[\frac{l(l+1)}{r^2}-\frac{2(l+1)}r+1\right]p\right\}.$$

In $H_l-E_0=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r+\frac12$ the centrifugal and constant terms cancel:

$$(H_l-E_0)f=r^{l+1}e^{-r}\left[-\frac12p''-\left(\frac{l+1}r-1\right)p'+\frac lr\,p\right].$$

With the weight $W=r^{2l+2}e^{-2r}$, the derivative terms are $-(Wp')'/(2W)$. One integration by parts, with vanishing boundary terms, yields

$$\langle f_i|H_l-E_0|f_j\rangle=\int_0^\infty W\left[\frac12p_i'p_j'+\frac lr\,p_ip_j\right]dr.$$

Diagonalizing this matrix in an orthonormal polynomial basis gives the $E_a$. The moments are $M_a^2=\frac1{2l+1}\left(\int_0^\infty f_ar^lu_0\,dr\right)^2$, where $1/(2l+1)$ is the angular factor of $P_l$. The resulting discrete states represent the bound states and the continuum together. Enlarging the basis from 16 to 24 functions changes no coefficient up to $C_{14}$ by more than about $10^{-14}$ in relative terms. The coefficients are

$$C_6=3.8833,\quad C_8=20.815,\quad C_{10}=153.96,\quad C_{12}=1594.0,$$

with $C_{2n}$ in eV Å$^{2n}$. The recursion gives

$$\left(\frac{153.96}{20.815}\right)^3\times3.8833=404.66\times3.8833=1571.4\ \text{eV Å}^{12}.$$

This is 22.6 eV Å$^{12}$ too low, so $\delta_{12}=-1.4\%$ relative to the second-order $C_{12}$. In atomic units the true and estimated values are $1.215\times10^5$ and $1.198\times10^5$.

### (d) Two identical Drude oscillators

The ground state is $\psi_0\propto e^{-m\omega r^2/2}$, and each Cartesian coordinate has variance $\sigma^2=1/(2m\omega)$. Let $h$ be a harmonic polynomial of degree $l$. Since $\nabla^2h=0$, $\nabla\psi_0=-m\omega\,\mathbf r\,\psi_0$ and $\mathbf r\cdot\nabla h=lh$,

$$-\frac1{2m}\nabla^2(h\psi_0)=-\frac h{2m}\nabla^2\psi_0+l\omega\,h\psi_0.$$

Adding the potential energy shows that $h\psi_0$ is an eigenstate with excitation energy $l\omega$. Each multipole operator therefore reaches a single level. Its strength is $M_l^2=q^2\langle r^{2l}\rangle/(2l+1)$. The angular average of $\cos^{2l}\theta$ is $1/(2l+1)$, so this equals $q^2\langle z^{2l}\rangle$, a one-dimensional Gaussian moment:

$$M_l^2=q^2(2l-1)!!\,\sigma^{2l}.$$

Use $(2l)!=2^l\,l!\,(2l-1)!!$ in the weight of (4):

$$\binom{2L}{2l_1}(2l_1-1)!!(2l_2-1)!!=\frac{(2L)!}{2^L\,l_1!\,l_2!}=(2L-1)!!\binom L{l_1}.$$

All denominators equal $L\omega$. The binomial coefficients from $l_1=1$ to $L-1$ add up to $2^L-2$, so

$$C_{2L+2}=\frac{q^4\sigma^{2L}}{\omega}\,\frac{(2L-1)!!\,(2^L-2)}L.\tag{5}$$

The last fraction is $3,\ 30,\ \tfrac{735}2,\ 5670$ for $L=2,3,4,5$. On both sides of the recursion the prefactor is $q^4\sigma^{10}/\omega$, so it cancels:

$$1+\delta_{12}=\left(\frac{49}4\right)^3\frac3{5670}=\frac{16807}{17280},\qquad\delta_{12}=-2.7\%.$$

This holds for every charge, mass and frequency.

For the numerical case $\sigma^2=0.38100$ Å$^2$. The polarizability is $\alpha=2M_1^2/\omega=2q^2\sigma^2/\omega=1.09725$ Å$^3$. Eliminating $q$ from (5) at $L=2$ gives $C_6=\tfrac34\omega\alpha^2$, so

$$C_6=0.75\times10\times1.09725^2=9.030\ \text{eV Å}^6.$$

The ratios in (5) then give $C_8=10\sigma^2C_6=34.40$, $C_{10}=\tfrac{49}4\sigma^2C_8=160.57$ and $C_{12}=\tfrac{108}7\sigma^2C_{10}=943.8$, each in eV Å$^{2n}$. The recursion gives $101.67\times9.030=918.0$ eV Å$^{12}$, which is 25.8 eV Å$^{12}$ too low. In atomic units, $7.19\times10^4$ is replaced by $7.00\times10^4$.

The error is small because two larger ones oppose each other. Applied separately to the two factors in (5), the recursion gives the ratios

$$\frac{(2L-1)!!}L:\ \left(\frac{21}4\right)^3\frac{3/2}{189}=1.148,\qquad 2^L-2:\ \left(\frac73\right)^3\frac2{30}=0.847.$$

Their product is 0.973. A pure factor $2^L$ has a logarithm linear in $L$ and would cause no error. The $-2$ removes $l_1=0$ and $l_2=0$, the charge terms that a neutral system lacks. Their absence turns an overestimate of 15% into an underestimate of 2.7%. This decomposition belongs to the Drude model and has not been derived for hydrogen.

### (e) Different masses

At equal frequency the denominators in (4) are still $L\omega$. Let $s=\sigma_A^2/\sigma_B^2=m_B/m_A$. The factor $2^L-2$ is replaced, apart from $\sigma_B^{2L}$, by $(1+s)^L-1-s^L$, which for $L=2,3,4,5$ equals

$$2s,\quad 3s(1+s),\quad 2s(2+3s+2s^2),\quad 5s(1+s)(1+s+s^2).$$

Multiplication by $(2L-1)!!/L=\tfrac32,5,\tfrac{105}4,189$ and insertion into the recursion give

$$1+\delta_{12}=\left[\frac{7(2+3s+2s^2)}{2(1+s)}\right]^3\frac{3s}{945\,s(1+s)(1+s+s^2)}.$$

Define $x=s/(1+s)^2=m_Am_B/(m_A+m_B)^2$. Then $2+3s+2s^2=(1+s)^2(2-x)$ and $1+s+s^2=(1+s)^2(1-x)$. The powers of $1+s$ cancel:

$$1+\delta_{12}=\frac{49}{360}\,\frac{(2-x)^3}{1-x},\qquad0<x\le\frac14.\tag{6}$$

The logarithmic derivative is $-\frac3{2-x}+\frac1{1-x}=\frac{2x-1}{(2-x)(1-x)}$, which is negative in this range. Since $x$ falls as the masses become more unequal, the signed value $\delta_{12}$ rises steadily; its magnitude first drops to zero and then grows. Equal masses, $x=\tfrac14$, reproduce $16807/17280$. For $x\to0$ the ratio tends to $49/45$, an overestimate of 8.9%.

The sign does not survive: $\delta_{12}$ passes through zero at a mass ratio of 3.19. At a mass ratio of 10, $x=10/121=0.0826$ and $\delta_{12}=+4.6\%$. The underestimates in (c) and (d) thus do not make (1) a lower bound.

### (f) Further use of the estimate, and fourth order

Let $\delta_{14}$ be the relative error of $C_{14}$ when (1) is given the true $C_8,C_{10},C_{12}$. If the estimated $C_{12}$ is used instead, it enters cubed, and the estimate divided by the true $C_{14}$ is $(1+\delta_{12})^3(1+\delta_{14})$.

For hydrogen $\delta_{14}=+3.7\%$, and

$$(1-0.01416)^3(1+0.03737)-1=-0.6\%.$$

The estimated $C_{12}$ gives a better $C_{14}$ than the true one does, because two errors of opposite sign cancel. For the identical Drude oscillators $\delta_{14}=+2.6\%$, but the cubed factor outweighs it and the result is $-5.6\%$. A good chained value is therefore no evidence that each step is good.

The second-order $C_{12}$ is not the whole coefficient of $R^{-12}$. In third order, parity requires the three values of $l_1$ to have an even sum, and likewise those of $l_2$. The power of $1/R$, which is the sum of the three $l_1+l_2+1$, is then odd. In fourth order, four dipole couplings, each of order $R^{-3}$, do contribute, and no other set of four reaches so low a power.

For identical Drude oscillators the dipole coupling is $q^2(\mathbf a\cdot\mathbf b-3a_zb_z)/R^3$. Along each axis the combinations $(a\pm b)/\sqrt2$ have frequencies $\omega\sqrt{1\pm y}$, where $y=g\alpha/R^3$, $\alpha=q^2/(m\omega^2)$ and $g=1,1,-2$. The zero-point energy changes per axis by

$$\frac\omega2\left(\sqrt{1+y}+\sqrt{1-y}-2\right)=-\frac\omega8y^2-\frac{5\omega}{128}y^4-\dots$$

With $\sum g^2=6$ the first term reproduces $C_6=\tfrac34\omega\alpha^2$. With $\sum g^4=18$ the second adds $\tfrac{45}{64}\omega\alpha^4$ to the coefficient of $R^{-12}$. Here that is $0.703\times10\times1.09725^4=10.2$ eV Å$^{12}$, or 1.1% of the second-order $C_{12}$. Unlike $\delta_{12}$, this fraction depends on the oscillator parameters. Relative to the sum of both orders, $943.8+10.2=954.0$ eV Å$^{12}$, the recursion is low by 3.8%. The corresponding term for hydrogen was not computed, so the $-1.4\%$ found in (c) refers to second order alone.

The numerical check checks the hydrogen coefficients up to $C_{12}$ with a radial grid and a frequency integral, and the Drude formulas with a Cartesian sum over states.

## Table of computed values

```
H: largest change of C6..C14, 16 to 24 functions: 1.2e-14
H: largest deviation of grid check, C6..C12: 4.5e-06
Drude: hbar omega = 10.0 eV, mass = 1.0 m_e, charge = 1 e
Drude: variance per axis = 0.38100 angstrom^2
Drude: polarizability volume = 1.09725 angstrom^3
H: C6 = 3.88334 eV angstrom^6
H: C8 = 20.815 eV angstrom^8
H: C10 = 153.96 eV angstrom^10
H: C12 = 1594.01 eV angstrom^12
H: C14 = 22268.7 eV angstrom^14
H: C10/C8 = 7.39656 angstrom^2
H: (C10/C8)^3 = 404.65964 angstrom^6
H: C12 by recursion = 1571.43 eV angstrom^12
H: recursion minus C12 = -22.58 eV angstrom^12
H: relative error in C12 = -1.416 %
H: C12 = 121486, by recursion 119765 hartree bohr^12
H: error in C14 from true C12 = 3.737 %
H: error in C14 from estimated C12 = -0.609 %
Drude: C6 = 9.02965 eV angstrom^6
Drude: C8 = 34.4028 eV angstrom^8
Drude: C10 = 160.566 eV angstrom^10
Drude: C12 = 943.846 eV angstrom^12
Drude: C14 = 6812.49 eV angstrom^14
Drude: C10/C8 = 4.66723 angstrom^2
Drude: (C10/C8)^3 = 101.66631 angstrom^6
Drude: C12 by recursion = 918.011 eV angstrom^12
Drude: recursion minus C12 = -25.84 eV angstrom^12
Drude: relative error in C12 = -2.737 %
Drude: C12 = 71934.5, by recursion 69965.4 hartree bohr^12
Drude: error in C14 from true C12 = 2.573 %
Drude: error in C14 from estimated C12 = -5.622 %
Drude: 16807/17280 = 0.972627
Drude: ratio from (2L-1)!!/L alone = 1.14844
Drude: ratio from 2^L-2 alone = 0.84691
Drude: product of the two ratios = 0.972627
Drude, mass ratio 10: x = 0.08264
Drude, mass ratio 10: error in C12 = 4.584 %
Drude, limit of unequal masses: error = 8.889 %
Drude: error vanishes at mass ratio 3.1942
Drude: fourth-order R^-12 term = 10.19 eV angstrom^12
Drude: fourth-order term / C12 = 1.080 %
```
